# Rejection-free kinetic Monte Carlo for anisotropic silicon etching: a numerical check

```python
"""Rejection-free kinetic Monte Carlo for etching of a diamond lattice.

Result under test: choosing an atom with probability k_i/R and advancing time
by an exponential wait of mean 1/R samples the removal master equation; with
the rates below the facet etch rates obey v(100) > v(110) > v(111).

n1, n2 : numbers of nearest and second neighbours present
k      : K0*exp(-E1*(n1-2)-E2*(n2-8)) for n1 <= 3, zero for n1 = 4
R      : sum of k over all atoms that may leave
a      : cubic lattice constant; integer coordinates are in units of a/4
Heights are integer products of a position with the facet normal.
"""
import math
import random
from bisect import bisect_right
from itertools import accumulate, product
from operator import mul

import numpy as np
from scipy.constants import physical_constants
from scipy.stats import ks_2samp

K0, E1, E2 = 1.0, 6.0, 1.5
BONDS = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
SECOND = [s for s in product((-2, 0, 2), repeat=3)
          if sum(x * x for x in s) == 8]
# facet: normal, two surface lattice vectors, atoms per level and surface cell
FACETS = {
    "100": ((1, 0, 0), (0, 2, 2), (0, -2, 2), 1),
    "110": ((1, 1, 0), (2, -2, 0), (0, 0, 4), 2),
    "111": ((1, 1, 1), (2, -2, 0), (0, 2, -2), 1),
}


def dot(p, q):
    return p[0] * q[0] + p[1] * q[1] + p[2] * q[2]


def cross(p, q):
    return (p[1] * q[2] - p[2] * q[1], p[2] * q[0] - p[0] * q[2],
            p[0] * q[1] - p[1] * q[0])


def removal_rate(n1, n2, e2=E2):
    return np.where(np.asarray(n1) < 3.5,
                    K0 * np.exp(-E1 * (n1 - 2.0) - e2 * (n2 - 8.0)), 0.0)


def rate_table(e2=E2):
    return [float(removal_rate(i, j, e2)) for i in range(5) for j in range(13)]


def build_slab(facet, nu, nv, floor):
    """Flat slab with heights floor..0; material below floor stays present."""
    normal, u, v, per_cell = FACETS[facet]
    side_a = tuple(nu * x for x in u)
    side_b = tuple(nv * x for x in v)
    dual_a, dual_b = cross(side_b, normal), cross(normal, side_a)
    det = dot(side_a, dual_a)

    def wrap(p):
        i, j = dot(p, dual_a) // det, dot(p, dual_b) // det
        return tuple(p[x] - i * side_a[x] - j * side_b[x] for x in range(3))

    sites, index = [(0, 0, 0)], {(0, 0, 0): 0}
    near, far, n1, n2 = [], [], [], []
    for p in sites:                       # the list grows during the search
        sign = 1 if p[0] % 2 == 0 else -1
        for shifts, lists, counts in ((BONDS, near, n1), (SECOND, far, n2)):
            found, count = [], 0
            for s in shifts:
                q = tuple(p[x] + sign * s[x] for x in range(3))
                height = dot(q, normal)
                if height > 0:
                    continue
                count += 1
                if height < floor:
                    continue
                q = wrap(q)
                if q not in index:
                    index[q] = len(sites)
                    sites.append(q)
                found.append(index[q])
            lists.append(found)
            counts.append(count)
    area = math.sqrt(sum(x * x for x in cross(side_a, side_b))) / 16.0
    return dict(sites=sites, near=near, far=far, n1=n1, n2=n2, floor=floor,
                height=[dot(p, normal) for p in sites], area=area,
                sides=(side_a, side_b), per_level=per_cell * nu * nv)


def run_kmc(slab, table, mobile_floor, removals, rng):
    """Return removed atoms, random clock and mean clock after each event."""
    near, far = slab["near"], slab["far"]
    label = [13 * i + j if h >= mobile_floor else -1
             for i, j, h in zip(slab["n1"], slab["n2"], slab["height"])]
    members = [[] for _ in table]
    place = [0] * len(label)
    for atom, c in enumerate(label):
        if c >= 0:
            place[atom] = len(members[c])
            members[c].append(atom)

    def leave(atom):
        group = members[label[atom]]
        last = group.pop()
        if last != atom:
            group[place[atom]] = last
            place[last] = place[atom]

    order, clock, mean_clock = [], [], []
    time = mean_time = 0.0
    for _ in range(removals):
        cumulative = list(accumulate(map(mul, map(len, members), table)))
        total = cumulative[-1]
        time -= math.log(1.0 - rng.random()) / total
        mean_time += 1.0 / total
        chosen = bisect_right(cumulative, rng.random() * total)
        group = members[chosen]
        atom = group[int(rng.random() * len(group))]
        leave(atom)
        label[atom] = -1
        for neighbours, step in ((near[atom], 13), (far[atom], 1)):
            for other in neighbours:
                if label[other] >= 0:
                    leave(other)
                    label[other] -= step
                    group = members[label[other]]
                    place[other] = len(group)
                    group.append(other)
        order.append(atom)
        clock.append(time)
        mean_clock.append(mean_time)
    return order, clock, mean_clock


def distance_contacts(slab):
    """Neighbour matrices from periodic distances, without neighbour lists."""
    pos = np.array(slab["sites"])
    side_a, side_b = map(np.array, slab["sides"])
    first = np.zeros((len(pos), len(pos)))
    second = np.zeros_like(first)
    for i, j in product((-1, 0, 1), repeat=2):
        delta = pos[:, None] - pos[None, :] + i * side_a + j * side_b
        square = (delta ** 2).sum(axis=2)
        first += square == 3
        second += square == 8
    return first, second


def exact_film(first, second, mobile):
    """Mean and variances of film removal time from the master equation."""
    m = len(mobile)
    fixed = np.setdiff1d(np.arange(len(first)), mobile)
    powers = 1 << np.arange(m)
    states = np.arange(1 << m)
    bits = ((states[:, None] & powers) > 0).astype(float)
    n1 = bits @ first[np.ix_(mobile, mobile)]
    n1 += first[np.ix_(mobile, fixed)].sum(axis=1)
    n2 = bits @ second[np.ix_(mobile, mobile)]
    n2 += second[np.ix_(mobile, fixed)].sum(axis=1)
    rates = bits * removal_rate(n1, n2)
    total = rates.sum(axis=1)
    population = bits.sum(axis=1).astype(int)
    mean, square, square_mean_clock = np.zeros((3, len(states)))
    for level in range(1, m + 1):
        s = np.flatnonzero(population == level)
        assert np.all(total[s] > 0)
        after = s[:, None] ^ powers
        p = rates[s] / total[s, None]
        wait = 1.0 / total[s]
        later = (p * mean[after]).sum(axis=1)
        mean[s] = wait + later
        square[s] = (2 * wait ** 2 + 2 * wait * later
                     + (p * square[after]).sum(axis=1))
        square_mean_clock[s] = (wait ** 2 + 2 * wait * later
                                + (p * square_mean_clock[after]).sum(axis=1))
    return (mean[-1], square[-1] - mean[-1] ** 2,
            square_mean_clock[-1] - mean[-1] ** 2)


def check_variance(sample, exact):
    centred = sample - sample.mean()
    variance = np.mean(centred ** 2)
    error = math.sqrt((np.mean(centred ** 4) - variance ** 2) / len(sample))
    assert abs(variance - exact) < 6 * error + 1e-10 * exact


def facet_rate(facet, nu, nv, replicas, rng, e2=E2):
    """Etch rate and standard error in units of a per second."""
    floor = {"100": -63, "110": -126, "111": -125}[facet]
    slab = build_slab(facet, nu, nv, floor)
    skip, stop = 8 * slab["per_level"], 32 * slab["per_level"]
    table, spans = rate_table(e2), []
    for _ in range(replicas):
        order, _, times = run_kmc(slab, table, floor, stop, rng)
        assert min(slab["height"][i] for i in order) > floor + 8
        spans.append(times[stop - 1] - times[skip - 1])
    spans = np.array(spans)
    value = (stop - skip) / (8 * slab["area"] * spans.mean())
    error = value * spans.std(ddof=1) / spans.mean() / math.sqrt(replicas)
    return value, error


rng = random.Random(20417)
np_rng = np.random.default_rng(8153)
print(f"k0 = {K0:.1f} 1/s; e1 = {E1:.1f}; e2 = {E2:.1f} (energies / kT)")

# Small films: complete master equation against the simulation.
REPEATS = 2000
films = {"100": (3, 3, -1), "110": (3, 2, 0), "111": (3, 3, -1)}
flat_rate = {}
for facet, (nu, nv, mobile_floor) in films.items():
    slab = build_slab(facet, nu, nv, mobile_floor - 5)
    first, second = distance_contacts(slab)
    mobile = np.flatnonzero(np.array(slab["height"]) >= mobile_floor)
    n1, n2 = first[0].sum(), second[0].sum()
    flat_rate[facet] = float(removal_rate(n1, n2))
    exact_mean, exact_var, exact_var_mean = exact_film(first, second, mobile)
    runs = [run_kmc(slab, rate_table(), mobile_floor, len(mobile), rng)
            for _ in range(REPEATS)]
    times = np.array([run[1][-1] for run in runs])
    mean_times = np.array([run[2][-1] for run in runs])
    assert abs(times.mean() - exact_mean) < 5 * math.sqrt(exact_var / REPEATS)
    assert (abs(mean_times.mean() - exact_mean)
            < 5 * math.sqrt(exact_var_mean / REPEATS) + 1e-10 * exact_mean)
    check_variance(times, exact_var)
    check_variance(mean_times, exact_var_mean)
    assert exact_var_mean < exact_var
    print(f"({facet}) flat atom: n1 = {n1:.0f}, n2 = {n2:.0f}, "
          f"k = {flat_rate[facet]:.6f} 1/s")
    print(f"  film of {len(mobile)} atoms, {REPEATS} runs; mean time: exact "
          f"{exact_mean:.4f} s, simulated {times.mean():.4f} s")
    print(f"  random clock, standard deviation: exact "
          f"{math.sqrt(exact_var):.4f} s, simulated {times.std():.4f} s")
    print(f"  mean clock: mean {mean_times.mean():.4f} s; standard deviation: "
          f"exact {math.sqrt(exact_var_mean):.4f} s, "
          f"simulated {mean_times.std():.4f} s")

    if facet == "100":
        # All first removals are equivalent; race independent atomic clocks.
        top = np.flatnonzero(np.array(slab["height"]) == 0)
        total_first = len(top) * flat_rate[facet]
        first_waits = np.array([run[1][0] for run in runs])
        assert (abs(first_waits.mean() - 1 / total_first)
                < 5 / total_first / math.sqrt(REPEATS))
        present = np.ones(len(first))
        present[0] = 0
        remaining = mobile[mobile != 0]
        rates = removal_rate((first @ present)[remaining],
                             (second @ present)[remaining])
        total_second = rates.sum()
        adjacent = second[0, remaining] > 0
        probability = rates[adjacent].sum() / total_second
        draws = np_rng.exponential(size=(60000, len(rates))) / rates
        race_wait = draws.min(axis=1)
        race_adjacent = adjacent[draws.argmin(axis=1)]
        waits = np.array([run[1][1] - run[1][0] for run in runs])
        picked = np.array([second[run[0][0], run[0][1]] > 0 for run in runs])
        assert ks_2samp(waits, race_wait).pvalue > 1e-4
        assert (abs(race_wait.mean() - 1 / total_second)
                < 5 * race_wait.std() / math.sqrt(len(race_wait)))
        for sample in (picked, race_adjacent):
            error = math.sqrt(probability * (1 - probability) / len(sample))
            assert abs(sample.mean() - probability) < 5 * error
        groups = [race_wait[race_adjacent], race_wait[~race_adjacent]]
        error = math.sqrt(sum(g.var() / len(g) for g in groups))
        assert abs(groups[0].mean() - groups[1].mean()) < 5 * error
        print(f"  event 1: R = {total_first:.4f} 1/s, 1/R = "
              f"{1 / total_first:.5f} s, simulated wait "
              f"{first_waits.mean():.5f} s")
        print(f"  event 2: R = {total_second:.4f} 1/s, 1/R = "
              f"{1 / total_second:.5f} s, simulated wait {waits.mean():.5f} s")
        print(f"  event 2, independent clocks: mean wait "
              f"{race_wait.mean():.5f} s")
        print(f"  event 2 at in-plane second neighbour: k sum/R = "
              f"{probability:.4f}, simulated {picked.mean():.4f}, "
              f"clocks {race_adjacent.mean():.4f}")
        print(f"  clock wait by winner: neighbour {groups[0].mean():.5f} s, "
              f"other {groups[1].mean():.5f} s")

# Continued etching on two cell sizes.
cells = {"small": {"100": (4, 4), "110": (4, 2), "111": (4, 4)},
         "large": {"100": (8, 8), "110": (8, 4), "111": (8, 8)}}
spacing = {"100": 1 / 4, "110": 1 / math.sqrt(8), "111": 1 / math.sqrt(3)}
results = {}
for size, replicas in (("small", 20), ("large", 8)):
    for facet, (nu, nv) in cells[size].items():
        value, error = facet_rate(facet, nu, nv, replicas, rng)
        results[size, facet] = value, error
        count = FACETS[facet][3] * nu * nv
        harmonic = sum(1 / j for j in range(1, count + 1))
        clearing = harmonic / flat_rate[facet]
        if facet == "111":               # lower half of the bilayer
            clearing += harmonic / float(removal_rate(1, 9))
        bound = spacing[facet] / clearing
        assert value + 4 * error > bound
        print(f"{size} cell, {count} atoms/level, {replicas} runs: v({facet}) "
              f"= {value:.5f} +/- {error:.5f} a/s; lower bound {bound:.5f} a/s")
    for fast, slow in (("100", "110"), ("110", "111")):
        x, y = results[size, fast], results[size, slow]
        assert x[0] - y[0] > 4 * math.hypot(x[1], y[1])
for facet in ("110", "111"):
    x, y = results["large", facet], results["small", facet]
    assert x[0] - y[0] > 3 * math.hypot(x[1], y[1])
    print(f"v({facet}) large/small cell = {x[0] / y[0]:.3f}")

# Control calculation without the second-neighbour contribution.
control = {}
for facet in ("110", "111"):
    control[facet] = facet_rate(facet, *cells["large"][facet], 8, rng, e2=0.0)
    print(f"e2 = 0, large cell: v({facet}) = {control[facet][0]:.5f} "
          f"+/- {control[facet][1]:.5f} a/s")
ratio = results["large", "110"][0] / results["large", "111"][0]
control_ratio = control["110"][0] / control["111"][0]
assert ratio > 2 * control_ratio
print(f"v(110)/v(111), large cell: e2 = {E2:.1f}: {ratio:.3f}; "
      f"e2 = 0: {control_ratio:.3f}")

lattice = physical_constants["lattice parameter of silicon"][0]
print(f"silicon lattice constant a = {lattice * 1e9:.6f} nm")
for facet in FACETS:
    speed = results["large", facet][0] * lattice * 1e6 * 3600
    print(f"large cell: v({facet}) = {speed:.4f} micrometre/h")
print("finished without a failed check")
```

Running it gives:

```
k0 = 1.0 1/s; e1 = 6.0; e2 = 1.5 (energies / kT)
(100) flat atom: n1 = 2, n2 = 8, k = 1.000000 1/s
  film of 18 atoms, 2000 runs; mean time: exact 0.4641 s, simulated 0.4626 s
  random clock, standard deviation: exact 0.1793 s, simulated 0.1703 s
  mean clock: mean 0.4648 s; standard deviation: exact 0.0459 s, simulated 0.0449 s
  event 1: R = 9.0000 1/s, 1/R = 0.11111 s, simulated wait 0.10904 s
  event 2: R = 21.9317 1/s, 1/R = 0.04560 s, simulated wait 0.04693 s
  event 2, independent clocks: mean wait 0.04557 s
  event 2 at in-plane second neighbour: k sum/R = 0.8174, simulated 0.8090, clocks 0.8176
  clock wait by winner: neighbour 0.04549 s, other 0.04590 s
(110) flat atom: n1 = 3, n2 = 7, k = 0.011109 1/s
  film of 12 atoms, 2000 runs; mean time: exact 22.6697 s, simulated 22.4428 s
  random clock, standard deviation: exact 16.7737 s, simulated 16.4829 s
  mean clock: mean 22.6458 s; standard deviation: exact 1.5584 s, simulated 1.6656 s
(111) flat atom: n1 = 3, n2 = 9, k = 0.000553 1/s
  film of 18 atoms, 2000 runs; mean time: exact 272.7960 s, simulated 271.8861 s
  random clock, standard deviation: exact 209.1268 s, simulated 205.3958 s
  mean clock: mean 272.7746 s; standard deviation: exact 3.5874 s, simulated 3.6243 s
small cell, 16 atoms/level, 20 runs: v(100) = 1.25015 +/- 0.01328 a/s; lower bound 0.07395 a/s
small cell, 16 atoms/level, 20 runs: v(110) = 0.02135 +/- 0.00009 a/s; lower bound 0.00116 a/s
small cell, 16 atoms/level, 20 runs: v(111) = 0.00311 +/- 0.00001 a/s; lower bound 0.00009 a/s
large cell, 64 atoms/level, 8 runs: v(100) = 1.36010 +/- 0.01510 a/s; lower bound 0.05270 a/s
large cell, 64 atoms/level, 8 runs: v(110) = 0.03580 +/- 0.00068 a/s; lower bound 0.00083 a/s
large cell, 64 atoms/level, 8 runs: v(111) = 0.00625 +/- 0.00004 a/s; lower bound 0.00007 a/s
v(110) large/small cell = 1.677
v(111) large/small cell = 2.008
e2 = 0, large cell: v(110) = 0.01216 +/- 0.00015 a/s
e2 = 0, large cell: v(111) = 0.00888 +/- 0.00013 a/s
v(110)/v(111), large cell: e2 = 1.5: 5.729; e2 = 0: 1.369
silicon lattice constant a = 0.543102 nm
large cell: v(100) = 2.6592 micrometre/h
large cell: v(110) = 0.0700 micrometre/h
large cell: v(111) = 0.0122 micrometre/h
finished without a failed check
```
